# A Fine-Structure Level Crossing of Hydrogen 2P in a Magnetic Field: verification in Python

```python
"""
Hydrogen 2P term in a magnetic field B (fine structure plus Zeeman energy).
Result under test: the level from 2P3/2, m=-3/2 crosses the level from
2P1/2, m=+1/2 at mu_B*B = (4/9)*Delta, Delta = zero-field interval.
Symbols: b = mu_B*B/Delta; energies in units of Delta from the term's centre
of gravity; gamma = hbar*Gamma/Delta, Gamma = decay rate of 2P to 1S;
p = weight of |ml=1, spin down> in the lower m=+1/2 state.
The fluorescence signal is the fraction of the emission that has a given
linear polarisation, after excitation by spectrally flat x-polarised light.
"""
import numpy as np
import mpmath as mp
from itertools import combinations
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_sylvester
from scipy.optimize import brentq

# ---------- hydrogen data from constants and radial functions ----------
alpha = sc.fine_structure
hartree = sc.physical_constants["Hartree energy"][0]
mu_b = sc.physical_constants["Bohr magneton"][0]
b_atomic_unit = sc.physical_constants["atomic unit of mag. flux density"][0]
g_spin = abs(sc.physical_constants["electron g factor"][0])


def radial_1s(r):
    return 2 * np.exp(-r)


def radial_2p(r):
    return r * np.exp(-r / 2) / np.sqrt(24)


inv_r3 = quad(lambda r: radial_2p(r)**2 / r, 0, 80)[0]
mean_r2 = quad(lambda r: radial_2p(r)**2 * r**4, 0, 80)[0]
dipole = quad(lambda r: radial_1s(r) * radial_2p(r) * r**3, 0, 80)[0]

delta_au = alpha**2 / 32
# L.S differs by 3/2 between J=3/2 and J=1/2
assert abs(1.5 * alpha**2 / 2 * inv_r3 / delta_au - 1) < 1e-8

mp.mp.dps = 40


def dirac_energy(k):
    """Dirac energy for n=2, k=j+1/2, in hartree, rest energy removed."""
    a = mp.mpf(alpha)
    n_eff = 2 - k + mp.sqrt(k * k - a * a)
    return (1 / mp.sqrt(1 + (a / n_eff)**2) - 1) / a**2


dirac_delta = float(dirac_energy(2) - dirac_energy(1))
assert abs(dirac_delta / delta_au - 1) < 1e-4   # next order is alpha^2

rate_au = 4 / 3 * alpha**3 * (3 / 8)**3 * dipole**2 / 3
assert abs(rate_au / ((2 / 3)**8 * alpha**3) - 1) < 1e-8
gamma = rate_au / delta_au
delta_ghz = delta_au * hartree / sc.h / 1e9
tesla_per_b = delta_au * hartree / mu_b

# ---------- six-state matrices from angular-momentum operators ----------
lz1 = np.diag([1.0, 0.0, -1.0])
lp1 = np.sqrt(2) * np.eye(3, k=1)
sz1 = np.diag([0.5, -0.5])
sp1 = np.eye(2, k=1)
LZ = np.kron(lz1, np.eye(2))
SZ = np.kron(np.eye(3), sz1)
L_DOT_S = (np.kron(lz1, sz1)
           + 0.5 * (np.kron(lp1, sp1.T) + np.kron(lp1.T, sp1)))
JZ = LZ + SZ


def hamiltonian(b, gs=2.0, so_scale=1.0):
    return so_scale * 2 / 3 * L_DOT_S + b * (LZ + gs * SZ)


def block_levels(m, b, gs=2.0, so_scale=1.0):
    idx = np.flatnonzero(np.isclose(np.diag(JZ), m))
    h = hamiltonian(b, gs, so_scale)[np.ix_(idx, idx)]
    return np.linalg.eigvalsh(h)


h_test = hamiltonian(0.37)
assert np.allclose(h_test @ JZ, JZ @ h_test)
zero_field = np.linalg.eigvalsh(hamiltonian(0.0))
assert np.allclose(zero_field, [-2 / 3] * 2 + [1 / 3] * 4)


def root_s(b, sign=1):
    return np.sqrt(b * b + sign * 2 * b / 3 + 1)


def weight_p(b):
    return 0.5 * (1 + (b + 1 / 3) / root_s(b))


for b in (0.05, 0.3, 4 / 9, 1.2, 5.0):
    assert np.allclose(block_levels(-1.5, b), [1 / 3 - 2 * b])
    for sign in (1, -1):
        mid = (sign * b - 1 / 3) / 2
        half = root_s(b, sign) / 2
        assert np.allclose(block_levels(sign * 0.5, b),
                           [mid - half, mid + half])
    idx = np.flatnonzero(np.isclose(np.diag(JZ), 0.5))
    vec = np.linalg.eigh(hamiltonian(b)[np.ix_(idx, idx)])[1][:, 0]
    down = int(np.flatnonzero(np.diag(SZ)[idx] < 0)[0])
    assert abs(vec[down]**2 - weight_p(b)) < 1e-12

# ---------- search for every crossing at nonzero field ----------
labels = [(1.5, 0), (0.5, 0), (0.5, 1), (-0.5, 0), (-0.5, 1), (-1.5, 0)]
grid = np.linspace(0.01, 20, 4000)
curves = {}
for m in (1.5, 0.5, -0.5, -1.5):
    values = np.array([block_levels(m, b) for b in grid])
    for k in range(values.shape[1]):
        curves[(m, k)] = values[:, k]
crossings = {}
for one, two in combinations(labels, 2):
    gap = curves[one] - curves[two]
    for i in np.flatnonzero(gap[:-1] * gap[1:] < 0):
        root = brentq(lambda b: block_levels(one[0], b)[one[1]]
                      - block_levels(two[0], b)[two[1]],
                      grid[i], grid[i + 1], xtol=1e-14)
        crossings.setdefault((one, two), []).append(root)
assert len(crossings) == 2
assert all(len(v) == 1 for v in crossings.values())
b_cross = crossings[((0.5, 0), (-1.5, 0))][0]
b_second = crossings[((-0.5, 0), (-1.5, 0))][0]
assert abs(b_cross - 4 / 9) < 1e-11
assert abs(b_second - 2 / 3) < 1e-11
e_cross = block_levels(-1.5, b_cross)[0]
assert abs(e_cross + 5 / 9) < 1e-10
same_m_gap = np.min(curves[(-0.5, 1)] - curves[(-0.5, 0)])
assert abs(same_m_gap - np.sqrt(8 / 9)) < 1e-4   # limited by grid spacing

# ---------- slopes and the linear Zeeman estimate ----------
step = 1e-5


def slope(m, b):
    return (block_levels(m, b + step)[0]
            - block_levels(m, b - step)[0]) / (2 * step)


slope_32, slope_12 = slope(-1.5, b_cross), slope(0.5, b_cross)
assert abs(slope_32 + 2) < 1e-7 and abs(slope_12 - 2 / 11) < 1e-7
slope_12_zero = slope(0.5, 0.0)
b_linear = 1 / (slope_12_zero - slope(-1.5, 0.0))
assert abs(b_linear - 3 / 7) < 1e-7

# ---------- fluorescence from the integrated density-matrix equation ------
POL = {"x": np.array([-1, 0, 1]) / np.sqrt(2),
       "y": 1j * np.array([1, 0, 1]) / np.sqrt(2),
       "z": np.array([0, 1, 0])}
SPIN = {"up": np.array([1, 0]), "down": np.array([0, 1])}


def signal(b, spin="down", analyser="x"):
    start = np.kron(POL["x"], SPIN[spin]).astype(complex)
    rho0 = np.outer(start, start.conj())
    h = hamiltonian(b)
    damp = gamma / 2 * np.eye(6)
    summed = solve_sylvester(damp + 1j * h, damp - 1j * h, rho0)
    pol = POL[analyser]
    projector = np.kron(np.outer(pol, pol.conj()), np.eye(2))
    return gamma * np.trace(projector @ summed).real


def signal_formula(b, analyser="x"):
    p = weight_p(b)
    sign = 1 if analyser == "x" else -1
    w = np.array([1, sign * p, sign * (1 - p)])
    mid, half = (b - 1 / 3) / 2, root_s(b) / 2
    e = np.array([1 / 3 - 2 * b, mid - half, mid + half])
    omega = e[:, None] - e[None, :]
    return 0.25 * np.sum(np.outer(w, w) / (1 + (omega / gamma)**2))


for b in (0.002, 0.2, 0.44, b_cross, 0.45, 0.9):
    for analyser in "xy":
        assert abs(signal(b, "down", analyser)
                   - signal_formula(b, analyser)) < 1e-10
    assert abs(sum(signal(b, "down", a) for a in "xyz") - 1) < 1e-10

p_cross = weight_p(b_cross)
background = (1 + p_cross**2 + (1 - p_cross)**2) / 4
half_level = background + p_cross / 4
left = brentq(lambda b: signal(b) - half_level, b_cross - 0.03, b_cross)
right = brentq(lambda b: signal(b) - half_level, b_cross, b_cross + 0.03)
width_formula = 2 * gamma / (24 / 11)
# weight p drifts slightly across the line, hence the 2 per cent tolerance
assert abs((right - left) / width_formula - 1) < 0.02
window = np.linspace(b_cross - 0.04, b_cross + 0.04, 161)
scan_down = np.array([signal(b, "down") for b in window])
scan_up = np.array([signal(b, "up") for b in window])
assert abs(window[np.argmax(scan_down)] - b_cross) < 0.1 * width_formula
assert np.ptp(scan_up) < 0.01 and np.ptp(scan_down) > 0.35

# ---------- size of two omitted effects ----------
anomaly = g_spin / 2 - 1


def refined_gap(b):
    return (block_levels(-1.5, b, g_spin, g_spin - 1)[0]
            - block_levels(0.5, b, g_spin, g_spin - 1)[0])


b_refined = brentq(refined_gap, 0.4, 0.5, xtol=1e-14)
assert abs(b_refined / (4 / 9) - 1 - 11 * anomaly / 6) < 1e-5
field = b_cross * tesla_per_b
assert abs(field - 0.348) < 0.001
# largest mean of sin^2(theta) in a p state is 4/5
diamagnetic_khz = ((field / b_atomic_unit)**2 / 8 * mean_r2 * 0.8
                   * hartree / sc.h / 1e3)
assert diamagnetic_khz * 1e3 < 0.01 * gamma * delta_ghz * 1e9

# ---------- printed numbers ----------
print(f"mean of 1/r^3 in 2p: {inv_r3:.6f} a0^-3")
print(f"fine-structure interval Delta/h: {delta_ghz:.4f} GHz")
print(f"same from Dirac energies: {dirac_delta*hartree/sc.h/1e9:.4f} GHz")
print(f"Bohr magneton / h: {mu_b/sc.h/1e9:.4f} GHz/T")
print(f"field with mu_B B = Delta: {tesla_per_b:.4f} T")
print(f"crossing, mu_B B / Delta: {b_cross:.6f} (4/9 = {4/9:.6f})")
print(f"crossing field: {field:.4f} T")
print(f"common energy / Delta: {e_cross:.6f}")
print(f"common energy / h: {e_cross*delta_ghz:.4f} GHz")
print("all levels at the crossing field, energy / h:")
for m in (1.5, 0.5, -0.5, -1.5):
    text = ", ".join(f"{e*delta_ghz:.4f}" for e in block_levels(m, b_cross))
    print(f"  m = {m:+.1f}: {text} GHz")
print(f"linear Zeeman estimate, mu_B B / Delta: {b_linear:.6f}")
print(f"linear Zeeman estimate of field: {b_linear*tesla_per_b:.4f} T")
print(f"second crossing, mu_B B / Delta: {b_second:.6f}")
print(f"second crossing field: {b_second*tesla_per_b:.4f} T")
print(f"smallest gap of the two m=-1/2 levels / Delta: {same_m_gap:.4f}")
print(f"slope dE/d(mu_B B) of m=-3/2 at crossing: {slope_32:.5f}")
print(f"slope dE/d(mu_B B) of lower m=+1/2 at crossing: {slope_12:.5f}")
print(f"weight p at zero field: {weight_p(0.0):.5f}")
print(f"weight p at crossing: {p_cross:.5f}")
print(f"radial integral 1s-r-2p: {dipole:.5f} a0")
print(f"decay rate Gamma: {rate_au*hartree/sc.hbar:.4e} 1/s")
print(f"Gamma/(2 pi): {gamma*delta_ghz*1e3:.2f} MHz")
print(f"hbar Gamma / Delta: {gamma:.6f}")
print(f"x signal, spin down, at crossing: {signal(b_cross):.4f}")
print(f"background level from formula: {background:.4f}")
off = b_cross + 0.04
print(f"off-crossing field for comparison: {off*tesla_per_b:.4f} T")
print(f"x signal, spin down, off crossing: {signal(off):.4f}")
print(f"y signal, spin down, at crossing: "
      f"{signal(b_cross, 'down', 'y'):.4f}")
print(f"y signal, spin down, off crossing: {signal(off, 'down', 'y'):.4f}")
print(f"x signal, spin up, at crossing: {signal(b_cross, 'up'):.4f}")
print(f"x signal, spin up, off crossing: {signal(off, 'up'):.4f}")
print(f"full width from formula: {width_formula*tesla_per_b*1e3:.3f} mT")
print(f"full width from signal: {(right-left)*tesla_per_b*1e3:.3f} mT")
print(f"electron anomaly a: {anomaly:.6f}")
print(f"crossing field with anomaly: {b_refined*tesla_per_b:.4f} T")
print(f"largest diamagnetic shift / h: {diamagnetic_khz:.1f} kHz")
print("done: every assertion held")
```

It prints:

```
mean of 1/r^3 in 2p: 0.041667 a0^-3
fine-structure interval Delta/h: 10.9493 GHz
same from Dirac energies: 10.9496 GHz
Bohr magneton / h: 13.9962 GHz/T
field with mu_B B = Delta: 0.7823 T
crossing, mu_B B / Delta: 0.444444 (4/9 = 0.444444)
crossing field: 0.3477 T
common energy / Delta: -0.555556
common energy / h: -6.0829 GHz
all levels at the crossing field, energy / h:
  m = +1.5: 13.3825 GHz
  m = +0.5: -6.0829, 7.2995 GHz
  m = -0.5: -9.4553, 0.9392 GHz
  m = -1.5: -6.0829 GHz
linear Zeeman estimate, mu_B B / Delta: 0.428571
linear Zeeman estimate of field: 0.3353 T
second crossing, mu_B B / Delta: 0.666667
second crossing field: 0.5215 T
smallest gap of the two m=-1/2 levels / Delta: 0.9428
slope dE/d(mu_B B) of m=-3/2 at crossing: -2.00000
slope dE/d(mu_B B) of lower m=+1/2 at crossing: 0.18182
weight p at zero field: 0.66667
weight p at crossing: 0.81818
radial integral 1s-r-2p: 1.29027 a0
decay rate Gamma: 6.2683e+08 1/s
Gamma/(2 pi): 99.76 MHz
hbar Gamma / Delta: 0.009111
x signal, spin down, at crossing: 0.8347
background level from formula: 0.4256
off-crossing field for comparison: 0.3790 T
x signal, spin down, off crossing: 0.4332
y signal, spin down, at crossing: 0.0165
y signal, spin down, off crossing: 0.4242
x signal, spin up, at crossing: 0.3767
x signal, spin up, off crossing: 0.3782
full width from formula: 6.534 mT
full width from signal: 6.534 mT
electron anomaly a: 0.001160
crossing field with anomaly: 0.3484 T
largest diamagnetic shift / h: 43.2 kHz
done: every assertion held
```
